Which Dislocation Loops Leak in a Reverse-Biased Junction?

Two identical dislocation loops can differ in reverse leakage by a factor of ten million. A loop leaks strongly where both carrier densities are below the intrinsic density n_i. This generation zone is narrower than the depletion region. In neutral material of doping N, a weakly perturbing loop within easy reach of the junction contributes only a small fraction of that current, about

2n_i/N.

A high field inside the generation zone raises the current further, but in the example below by a factor of about five to nine, not millions.

The opposing belief is that residual loops share the blame equally, so that leakage measures their number. It has a sound core: loops with the same decoration offer the same number of electronic sites, and in a layer of fixed depth and bias, doubling the loops doubles a weak leakage current. The error lies in carrying this proportionality from one depth to another. A site must emit an electron and a hole in turn, and its surroundings decide how often that cycle is completed.

**The rate of one layer**

Let loops at distance s from the metallurgical junction form a thin sheet with N_s active sites per unit area. Each site has one midgap level and the same capture coefficient c for electrons and holes. Define S = cN_s, which has the units of velocity. Let f be the fraction of sites holding an electron.

With Boltzmann statistics and no degeneracy factor, capture and emission balance in equilibrium if each emission rate is cn_i. A field may multiply the exchange with the conduction band by a_e and with the valence band by a_h; each factor acts on emission and capture alike, so equilibrium is preserved. Without field enhancement both equal one. The net emission rates per area are

electrons: S a_e[n_i f − n(1 − f)]
holes: S a_h[n_i(1 − f) − pf].

In steady state they are equal. Collecting the terms in f gives

f = (a_e n + a_h n_i)/[a_e(n + n_i) + a_h(p + n_i)]
1 − f = (a_e n_i + a_h p)/[a_e(n + n_i) + a_h(p + n_i)].

When these enter the electron rate, the terms a_e n n_i cancel, leaving a_h(n_i² − np) in the numerator. Division by a_e a_h gives the generation rate

G = S(n_i² − np)/[(n + n_i)/a_h + (p + n_i)/a_e].

Without field enhancement,

G = S(n_i² − np)/(n + p + 2n_i).

If both densities are far below n_i, G = Sn_i/2. Both carriers are swept out, so the current density, counted as a positive magnitude, is

J_dep = qSn_i/2.

If instead p is large, the site is usually occupied by a hole. If it emits that hole, it usually captures another before it can emit an electron. A field removes this bottleneck only if it speeds up electron emission by a factor of order p/n_i.

**Where the generation zone ends**

Take an abrupt symmetric junction with doping N on each side. Let V be the built-in voltage plus the reverse bias V_R, and V_t = kT/q. On the p side, let ψ(s) be the electrostatic potential above that of the neutral p material. Holes stay in equilibrium with their contact, so p = N exp(−ψ/V_t). Electrons contribute negligible charge here, and Poisson's equation is

ψ″ = (qN/ε)[1 − exp(−ψ/V_t)].

Multiply by ψ′ and integrate from the neutral side, where ψ and ψ′ vanish. With field magnitude F = |ψ′|,

F² = (2qN/ε){ψ − V_t[1 − exp(−ψ/V_t)]}.

Where ψ is several V_t, the exponential can be dropped and F² = (2qN/ε)(ψ − V_t). Since ψ falls as s grows,

d√(ψ − V_t)/ds = −F/[2√(ψ − V_t)] = −√(qN/2ε).

Symmetry gives ψ = V/2 at s = 0, so

ψ = V_t + qN(x_p − s)²/(2ε)
x_p = √[2ε(V/2 − V_t)/(qN)]
F = qN(x_p − s)/ε.

The length x_p is the depletion half-width. Under sufficient reverse bias, n and np are negligible near the edge of the generation zone. The rate is then half its plateau when p + 2n_i = 4n_i, or p = 2n_i. This requires ψ = V_t ln(N/2n_i), hence

x_h = x_p − b
b = √{2εV_t[ln(N/2n_i) − 1]/(qN)}.

The dead margin b does not depend on bias. Added bias widens the depletion region and moves the generation zone outward behind its edge.

Consider a model junction at 300 K with a gap of 1.12 eV, relative permittivity 12, N = 2×10¹⁷ cm⁻³ and n_i = 9.78×10⁹ cm⁻³. The built-in voltage is 2V_t ln(N/n_i) = 0.870 V; with V_R = 2 V, V = 2.870 V. These inputs give 2ε/(qN) ≈ 6630 nm²/V, so

x_p = √[6630(1.435 − 0.026)] ≈ 96.7 nm
b = √[6630 × 0.02585 × (16.14 − 1)] ≈ 51 nm
x_h ≈ 46 nm.

The generation zone fills 47% of the depletion width. At its edge the field is about 0.15 MV/cm, and V_t/F = 1.7 nm. There p grows by a factor e in about 1.7 nm, so the generation rate is cut off within a few nanometres.

**The same layer in neutral material**

Now place the layer on the p side, a distance d beyond the depletion edge. Here p ≈ N and the equilibrium electron density is n₀ = n_i²/N. The local rate reduces to

G = S(n_i² − Nn)/N = S(n₀ − n).

The loop generates carriers if the junction has already depleted the local minority electrons. Let w = n₀ − n, let z be distance from the depletion edge, and let L = √(Dτ) be the electron diffusion length, with diffusivity D and lifetime τ. Diffusion, bulk generation and the sheet give

Dw″ − w/τ = Sw(d)δ(z − d),

with w(0) = n₀ and w = 0 far away. Write

w = n₀exp(−z/L) − Sw(d)g(z),

where −Dg″ + g/τ = δ(z − d), g(0) = 0 and g vanishes far away. The solution is

g = A sinh(z/L) for z < d
g = A sinh(d/L)exp[−(z − d)/L] for z > d.

Integration across the sheet requires D[g′(d−) − g′(d+)] = 1:

(DA/L)[cosh(d/L) + sinh(d/L)] = 1
A = (L/D)exp(−d/L).

Set φ = exp(−d/L). Then

g(d) = (L/2D)(1 − φ²)
w(d) = n₀φ/[1 + Sg(d)].

The extra current at the depletion edge is qSw(d)Dg′(0), and Dg′(0) = DA/L = φ. Thus

ΔJ = qS(n_i²/N)φ²/[1 + Sg(d)].

One factor φ measures how strongly the junction depletes electrons at the loop; the other is the probability that a generated electron reaches the junction. If φ ≈ 1 and Sg(d) ≪ 1,

J_dep/ΔJ = N/(2n_i).

Adding neutral loops does not necessarily overcome this ratio. As S grows without limit, the extra current tends to

qn₀(2D/L)/[exp(2d/L) − 1] < qDn₀/d,

because exp(y) − 1 > y for positive y. A perfect generator can restore n to n₀, but diffusion must still deliver the electrons.

**Moving equal loops**

The example has 10¹⁰ loops/cm², each of radius 15 nm with one active site per 10 nm of line. Each loop has 2π×15/10 = 9.42 sites. With c = 10⁻⁸ cm³/s, S = 942 cm/s. Loop density, sites, temperature and bias are held fixed as the layer moves.

In the generation zone,

J_dep = (1.602×10⁻¹⁹)(942)(9.78×10⁹)/2 = 7.4×10⁻⁷ A/cm².

At s = 150 nm the layer lies 53 nm beyond the depletion edge. For D = 10 cm²/s and L = 100 μm, φ is nearly one and Sg(d) ≈ Sd/D ≈ 5×10⁻⁴. The neutral formula gives 7.2×10⁻¹⁴ A/cm², so the ratio is 1.02×10⁷. Even an infinitely active layer at this depth would add less than qDn₀/d ≈ 1.4×10⁻¹⁰ A/cm². Within this model, no number of neutral loops there can match the original layer in the generation zone.

A numerical solution of Poisson's equation, followed by drift and diffusion of both carriers, gives these currents without tunnelling:

s = 0 nm: 7.4×10⁻⁷ A/cm²
s = 40 nm: 7.2×10⁻⁷ A/cm²
s = 60 nm: 5.0×10⁻¹⁰ A/cm²
s = 80 nm: 9.8×10⁻¹³ A/cm²
s = 150 nm: 6.8×10⁻¹⁴ A/cm²

At 60 nm the layer is still 37 nm inside the depletion region, in a field of 0.11 MV/cm, yet it leaks about 1500 times less than at the junction. The excess hole density explains the fall.

The last value is slightly below the long-region result because the numerical device has a contact 2 μm from the junction. If H is the distance from depletion edge to contact and bulk recombination is absent, the unperturbed deficit is n₀(1 − z/H). An electron generated at d diffuses to the junction with probability 1 − d/H. Thus φ = 1 − 53/1903 = 0.972, and φ² lowers the current by about 5%.

Loops have size, so a loop can be partly active. Let its radius be R, let its plane be perpendicular to the junction plane and let its centre lie δ outside x_h, with |δ| ≤ R. A point on its line is at s = x_h + δ + R cos θ. It is active when cos θ < −δ/R, which selects the fraction

arccos(δ/R)/π.

For R = 15 nm and δ = 5 nm this is 0.392. Averaging the numerical current around the line gives 0.391; the sharp-edge approximation works here because 1.7 nm is small compared with R. It is poorest when the loop only touches the edge: at δ = R it gives zero, while the gradual cutoff leaves about 8% of the full current.

Bias can bring a quiet layer into action. Setting x_h = s gives

V_R = 2V_t + qN(s + b)²/ε − 2V_t ln(N/n_i).

For s = 60 nm this is 2.89 V. The numerical current is 1.2×10⁻¹² A/cm² at 1 V, 3.7×10⁻⁷ A/cm² at 2.89 V and 7.4×10⁻⁷ A/cm² at 4 V. The loops have not changed; the generation zone has reached them.

**What the high field adds**

Within the zone, a carrier can be thermally excited to an energy E below the band edge and tunnel the rest of the way. In a constant field its barrier is a triangle of width E/(qF). The semiclassical exponent is

(2/ħ)∫√[2m(E − qFz)] dz = 4√(2m)E^(3/2)/(3ħqF),

with z running from 0 to E/(qF). The model extends the thermal emission flux per unit energy below the band edge and weights it by the tunnelling probability. Ordinary emission is normalized to one, so the total factor is 1 + Γ:

Γ = (1/kT)∫exp[E/kT − 4√(2m)E^(3/2)/(3ħqF)] dE.

The integral runs from zero to the smaller of half the gap and the band bending available to that carrier. To find the dominant energy, call the coefficient of E^(3/2) α. The exponent is stationary at √E* = 2/(3αkT), where it equals E*/(3kT) and its second derivative is −1/(2kTE*). Gaussian integration gives

Γ ≈ 2√(πE*/kT) exp[E*/(3kT)].

Substitution of α gives E* = (ħqF)²/[8m(kT)²] = 3kT(F/F_Γ)², where F_Γ = √[24m(kT)³]/(qħ). Therefore

Γ ≈ 2√(3π)(F/F_Γ)exp[(F/F_Γ)²].

For m equal to 0.25 electron masses, F_Γ = 0.369 MV/cm. The peak field is 0.292 MV/cm. The saddle-point formula gives Γ = 9.1, while the integral gives 8.0; the integral is used below. The tunnelling exponent at E* is only about 1.25, so the semiclassical weight is marginal here. Replacing it by the Airy-function weight of the linear potential, Ai²(y)/Ai²(0) with y = E/[(ħqF)²/2m]^(1/3), gives Γ = 4.3, so the tunnelling gains below are uncertain by nearly a factor of two. Both carriers have enough band bending at the centre, so a_e = a_h = 9.0 and the layer current rises to 6.6×10⁻⁶ A/cm², or 6.6×10⁻¹⁶ A per loop. At 40 nm the enhanced current is 2.7×10⁻⁶ A/cm². Position within the generation zone thus matters by a factor of a few.

A high field is less effective if it helps one carrier alone. For n and p far below n_i, G = Sn_i a_e a_h/(a_e + a_h). With a_h = 1 + Γ and a_e = 1, the gain over no tunnelling is

2(1 + Γ)/(2 + Γ) = 1.8.

The slower emission limits the cycle. This would matter if one carrier had a much larger tunnelling mass. A shortage of band bending does not cause it inside the generation zone: where p < n_i, a hole has more than V_t ln(N/n_i) = 0.435 V of bending, far above the dominant E*/q ≈ 0.05 V.

**Temperature and forward bias**

With fixed gap and S, n_i varies as T^(3/2)exp(−E_g/2kT). Define the activation energy as −d ln J/d(1/kT). Without tunnelling it is E_g/2 + 3kT/2 = 0.60 eV in the generation zone and, with D also fixed, E_g + 3kT = 1.20 eV in neutral material. Tunnelling lowers the first to 0.51 eV. Heating therefore reduces the contrast. At 400 K the ratio between the junction layer with tunnelling and the neutral layer at s = 150 nm is 1.2×10⁵, compared with 9.2×10⁷ at 300 K.

The ranking concerns reverse leakage. Under forward bias V_f, a layer where n = p recombines at about Sn_i exp(V_f/2V_t)/2, while a nearby neutral layer recombines at about Sn₀exp(V_f/V_t), if exp(V_f/2V_t) ≫ 1 and injection is low. Their ratio is

[N/(2n_i)]exp(−V_f/2V_t).

At 0.6 V it is about 90. Loops that are quiet in reverse bias can therefore matter much more to forward current.

**Against a real junction**

The doping, gap and loop dimensions are rough values for the regime of a shallow implanted silicon junction. The active-site spacing and capture coefficient are much less certain. They scale the layer currents but leave the weak-layer ratio unchanged, as long as electrons and holes are captured equally. With separate coefficients c_n and c_p the ratio for a layer on the p side is Nc_p/[n_i(c_n + c_p)], which falls to 2×10⁵ if c_p = c_n/100. The energy level matters more. If it lies Δ from midgap, the two emission rates become cn_i exp(±Δ/kT), and the plateau falls by cosh(Δ/kT). For Δ = 0.1 eV this is a factor of 24, while the neutral rate is almost unchanged. The ratio is then about 4×10⁵.

Charged sites add another uncertainty. The potential −q/(4πεr) − Fr has its maximum at r = √[q/(4πεF)], lowering the barrier in the field direction by √[qF/(πε)] = 0.118 V. This multiplies one emission rate by P = exp(0.1183/0.02585) ≈ 97. For a midgap level the gain is 2P/(1 + P) = 1.98. If the level lies where the two emissions become equal, the gain over the midgap case without lowering is √P = 9.9. These estimates exclude tunnelling and emission in other directions.

Other corrections are smaller for these numbers. A tunnelling mass of 0.2 raises the peak current by 30%. Silicon's masses depend on carrier and direction: electron and hole masses of 0.19 and 0.16 give a gain of 14 in place of 9, and 0.98 and 0.49 give 3.9. A gap narrowing of 20 meV multiplies the depletion and neutral currents by 1.5 and 2.2. Full charging of the sites would amount to only 5% of the depletion charge on one side, but near the edge of the generation zone p depends exponentially on potential. Sites that are positive when empty raise the layer current by about 1.6 at x_h and four- to sixfold at 50 to 70 nm. A fixed full negative charge would lower it about fivefold, but the sites hold few electrons where p exceeds n_i, so sites that are negative when filled lower it by about 20% at x_h and by 1% or less from 55 nm outward. A rough avalanche integral is 0.04, and a direct-gap estimate of band-to-band current is negligible. An abrupt symmetric profile is a stronger idealization: in a strongly one-sided junction the heavily doped side takes little of the voltage, so its majority carriers can remain abundant at the metallurgical junction and exclude that place from the generation zone. With 10¹⁹ cm⁻³ on the n side the zone begins 11 nm into the p side, and the tunnelling gain there is 18. The modest field gain also belongs to this doping: for a symmetric junction at 2 V the same integral gives about 270 at 10¹⁸ cm⁻³ and 5×10⁴ at 3×10¹⁸ cm⁻³, and near 10¹⁹ cm⁻³ an empirical silicon band-to-band rate, which needs no loops, becomes comparable to the layer current.

For τ = L²/D = 10⁻⁵ s, the loop-free generation current is qn_i x_h/τ = 7×10⁻¹⁰ A/cm². The neutral loop layer would be invisible against it; the layer at the junction would dominate it. Gettering lowers this leakage when it moves active impurities out of the generation zone. If it gathers them on loops inside that zone, the same equations predict an increase. The useful quantity is the number of active sites in the zone at the highest operating bias, weighted by their emission rates, rather than the total number of loops. The numerical output gives the remaining values.

Numbers as computed

```
Temperature: 300 K
Band gap: 1.12 eV
Doping on each side: 2e+17 cm^-3
Intrinsic density: 9.78e+09 cm^-3
Reverse bias: 2 V
Built-in voltage: 0.8704 V
Relative permittivity: 12
Diffusivity: 10 cm^2/s
Diffusion length: 100 um
Tunnelling mass: 0.25 electron masses
Capture coefficient: 1e-08 cm^3/s
Loop density: 1e+10 cm^-2
Loop radius: 15 nm
Active sites per loop: 9.425
Sheet velocity S: 942.5 cm/s
Depletion half-width: 96.68 nm
Generation half-width: 45.73 nm
Generation / depletion width: 0.473
Peak field: 0.2916 MV/cm
Drift-diffusion sheet current, s=0 nm: 7.384e-07 A/cm^2
Drift-diffusion sheet current, s=20 nm: 7.384e-07 A/cm^2
Drift-diffusion sheet current, s=40 nm: 7.187e-07 A/cm^2
Drift-diffusion sheet current, s=60 nm: 5.012e-10 A/cm^2
Drift-diffusion sheet current, s=80 nm: 9.805e-13 A/cm^2
Drift-diffusion sheet current, s=150 nm: 6.834e-14 A/cm^2
Drift-diffusion sheet current, s=400 nm: 5.091e-14 A/cm^2
With tunnelling, s=0 nm: 6.63e-06 A/cm^2
With tunnelling, s=20 nm: 4.277e-06 A/cm^2
With tunnelling, s=40 nm: 2.739e-06 A/cm^2
With tunnelling, s=60 nm: 1.269e-09 A/cm^2
Long-region neutral current, s=150 nm: 7.211e-14 A/cm^2
Junction / neutral ratio, no tunnelling: 1.024e+07
Junction / neutral ratio, with tunnelling: 9.194e+07
N/(2 ni): 1.022e+07
Current per junction loop, with tunnelling: 6.63e-16 A
Characteristic tunnelling field: 0.3688 MV/cm
Gamma at peak, integral / saddle: 7.978 / 9.066
Dominant tunnelling distance: 1.662 nm
Midgap gain if only one carrier tunnels: 1.8
Switch-on bias for layer at 60 nm: 2.894 V
60 nm layer current at 1 V: 1.197e-12 A/cm^2
60 nm layer current at 2.89 V: 3.692e-07 A/cm^2
60 nm layer current at 4 V: 7.384e-07 A/cm^2
Crossing loop, centre 5 nm outside: active fraction 0.392 (line), 0.391 (numeric)
Activation energy, junction / neutral / junction with tunnelling: 0.599 / 1.197 / 0.510 eV
Junction / neutral ratio at 400 K, with tunnelling: 1.241e+05
Loop-free generation current: 7.165e-10 A/cm^2
Poole-Frenkel: lowering 0.118 eV, midgap gain 1.980, best-level gain 9.86
Direct band-to-band current estimate: 3.075e-30 A/cm^2
Rough avalanche ionization integral: 0.03781
Current gain for tunnelling mass 0.2: 1.299
20 meV gap narrowing gain, junction / neutral: 1.472 / 2.168
Maximum trapped charge / one-side depletion charge: 0.04874
Doping / band density of states: 0.008
```
